# Why Kohn-Sham gaps look optical and Hartree-Fock gaps look fundamental

**Question.** In a small molecule, the gap between the highest occupied and lowest virtual Kohn-Sham (KS) levels often lies near the first excitation energies, while the Hartree-Fock (HF) gap is larger and lies closer to the cost of removing an electron and attaching it elsewhere. Both are differences of orbital energies. Why do they describe different processes, and how large is the difference for helium and for H2?

**Answer.**

## Two gaps, two experiments

Let $E(N)$ be the ground-state energy with $N$ electrons and fixed nuclei. The vertical ionization energy and electron affinity are

$$I=E(N-1)-E(N),\qquad A=E(N)-E(N+1).$$

The fundamental gap is $I-A$. An optical gap is the energy of a neutral excitation: the electron stays in the molecule with the hole it left behind. Here both the singlet and the triplet excitation are considered, although light excites the triplet only weakly, and some singlets are also forbidden by symmetry.

An added electron meets $N$ others. An excited electron meets $N-1$, since it cannot repel itself. The question is which of these situations a virtual orbital describes.

## What each virtual orbital feels

Take a two-electron singlet with a doubly occupied real orbital $\phi_i$. Formulas are in atomic units, $h$ is the kinetic energy plus the nuclear attraction, and

$$v_i(\mathbf r)=\int\frac{\phi_i(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r'$$

is the repulsion from one electron in $\phi_i$. The HF operator is

$$F=h+2v_i-K_i,\qquad (K_i f)(\mathbf r)=\phi_i(\mathbf r)\int\frac{\phi_i(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'.$$

Acting on the occupied orbital, exchange gives $K_i\phi_i=v_i\phi_i$. This cancels one of the two repulsions, so $F\phi_i=(h+v_i)\phi_i$: the occupied electron feels one other. For a virtual orbital there is no such cancellation. It feels the direct repulsion of both electrons, corrected by an exchange term that acts only where $\phi_i$ is appreciable.

KS theory uses one local potential for all orbitals. With density $n=2\phi_i^2$, the Hartree potential is $v_H=2v_i$ and the Hartree energy is

$$E_H=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

Half of it is the repulsion of each electron with itself, which exact exchange must remove: $E_x=-E_H/2$. Differentiating with respect to $n$ gives $v_x=-v_H/2=-v_i$. Hence, without correlation,

$$h_{KS}=h+2v_i-v_i=h+v_i .$$

The occupied orbital and its energy are the same as in HF. The virtual orbitals differ, because they too now feel $N-1=1$ electron.

The difference is plain at a distance of 10 bohr from the centre. Let the net charge felt be the distance times the attractive electrostatic potential there, in atomic units. In helium, the net charge felt is 0.000 $e$ for the direct part of the HF operator and 1.000 $e$ for exact-exchange KS. For H2, perpendicular to the bond, the values are −0.0025 $e$ and 0.9963 $e$. The small departures from 0 and 1 arise because the molecule is not spherical.

## The HF gap is a frozen-orbital fundamental gap

Write $h_{pq}$ for matrix elements of $h$, and

$$(pq|rs)=\iint\frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

Let $J=(ii|aa)$, $K=(ia|ia)$ and $J_{ii}=(ii|ii)$. With $a$ an HF virtual orbital and all orbitals frozen, the determinant energies are

$$E(1)=h_{ii},\qquad E(2)=2h_{ii}+J_{ii},$$

$$E(3)=2h_{ii}+J_{ii}+h_{aa}+2J-K.$$

The third electron repels both others, and has exchange with the one of equal spin. Therefore

$$E(2)-E(1)=h_{ii}+J_{ii}=\varepsilon_i,$$

$$E(3)-E(2)=h_{aa}+2J-K=\varepsilon_a^{HF}.$$

The first line is $-I$ and the second is $-A$, so

$$\varepsilon_a^{HF}-\varepsilon_i=I-A\qquad\text{(frozen orbitals, no correlation)}.$$

## The KS gap is a mean excitation energy

Now let $a$ be a virtual orbital of $h_{KS}$, so that $\varepsilon_a=h_{aa}+J$. The spatial wavefunctions of the excited configuration are

$$\Psi_\pm=\frac{\phi_i(1)\phi_a(2)\pm\phi_a(1)\phi_i(2)}{\sqrt2},$$

with plus for the singlet and minus for the triplet. Their energies are $E_\pm=h_{ii}+h_{aa}+J\pm K$; the cross terms supply $\pm K$. Subtracting the ground-state energy gives

$$E_\pm-E(2)=(h_{aa}+J)-(h_{ii}+J_{ii})\pm K=\varepsilon_a-\varepsilon_i\pm K .$$

With $\Delta=\varepsilon_a-\varepsilon_i$, the triplet lies at $\Delta-K$ and the singlet at $\Delta+K$. The KS gap is their mean.

A single configuration need not be the best excited state, so let all single excitations mix (the CIS method). Between configurations $i\to a$ and $i\to b$, the one-body and direct terms combine into $h_{ab}+(ii|ab)=\varepsilon_a\delta_{ab}$, since the orbitals diagonalize $h_{KS}$. The excitation matrices are thus

$$A_S=D+X,\qquad A_T=D-X,$$

where $D$ is diagonal with the KS gaps and $X_{ab}=(ia|ib)$. The singlet ground state does not mix in: its coupling is $\sqrt2\,[h_{ia}+(ii|ia)]=\sqrt2\,\langle i|h_{KS}|a\rangle=0$.

For any coefficients $c_a$, the number $\sum_{ab}c_aX_{ab}c_b$ is the Coulomb integral of the distribution $\phi_i\sum_a c_a\phi_a$ with itself, twice its electrostatic energy. It cannot be negative. Adding $X$ therefore cannot lower the lowest eigenvalue of $D$, which is $\Delta$ when $a$ is the lowest virtual orbital. For the triplet, the single configuration is a trial state with energy $\Delta-K\le\Delta$. Thus the lowest CIS energies satisfy

$$\omega_T\le\Delta\le\omega_S .$$

This bracket is proved for two electrons, exact exchange and single excitations. It is not a theorem about the correlated energies.

## Where the electron-hole attraction went

The Bethe-Salpeter equation starts from levels for adding and removing electrons, then lets the electron and hole interact. CIS is its simplest version: HF levels, unscreened attraction and no coupling to de-excitations. For the KS orbital $a$,

$$\langle a|F|a\rangle=h_{aa}+2J-K=\varepsilon_a+J-K .$$

Hence

$$E_T=\langle a|F|a\rangle-\varepsilon_i-J,\qquad E_S=E_T+2K,$$

where $E_T$ and $E_S$ are now excitation energies. The term $-J$ is the electron-hole attraction. In HF it must be subtracted afterwards; in exact-exchange KS it is already in the level, because one repulsion was left out of the potential.

In an extended, polarizable material the other electrons screen $J$, so the two-electron results here do not carry over to that regime. For He and H2 below, the single configuration $i\to a$ with unscreened $J$ gives triplet energies within 0.3 eV of the correlated ones. Full CIS comes closer for He, but places the H2 triplet at 9.97 eV, 0.6 eV too low.

## Helium

The basis has 54 Gaussian functions. The KS levels are −24.98 and −4.31 eV, so

$$\Delta=24.98-4.31=20.67\ \text{eV}.$$

A separate solution on a radial grid reproduces both levels. With $K=0.615$ eV, the triplet and singlet configurations lie at 20.06 and 21.29 eV. The CIS energies, 19.81 and 21.13 eV, bracket the gap as required.

By the other route, $\langle a|F|a\rangle=2.32$ eV. The electron and hole without their attraction cost $2.32+24.98=27.30$ eV. Subtracting $J=7.25$ eV gives 20.05 eV, the triplet again within rounding.

The HF gap is 25.20 eV, and 25.01 eV after more diffuse functions are added. The KS gap stays at 20.67 eV. The reason is that helium binds no extra electron: the lowest HF virtual orbital spreads outward and its energy falls towards zero. The HF gap then tends to $-\varepsilon_i=24.98$ eV, and the true fundamental gap to $I$, with $A=0$ for an electron that is free to leave.

Full configuration interaction (FCI), which includes all correlation available in the basis, gives $I=24.56$ eV and excitations at 19.80 eV (triplet) and 20.59 eV (singlet). These values are not converged in the last digit: at the basis-set limit they are about 0.03 eV higher, at 24.59, 19.82 and 20.62 eV. The HF gap is near the first number, the KS gap near the other two.

## H2

At a bond length of 1.4 bohr, also with 54 functions, the results in eV are:

| Quantity | He | H2 |
|---|---|---|
| KS gap | 20.67 | 11.80 |
| FCI triplet | 19.80 | 10.59 |
| FCI singlet | 20.59 | 12.73 |
| HF gap, diffuse basis | 25.01 | 16.21 |
| FCI ionization energy | 24.56 | 16.41 |

For H2, $K=1.34$ eV, so the configurations lie at $11.80\mp1.34$, or 10.46 and 13.14 eV. The larger $K$ means a wider singlet-triplet splitting, and the KS gap cannot be close to both states. It lies near the middle, 0.14 eV above the mean of the two FCI energies. In a larger basis of 100 functions the three FCI values for H2 rise by about 0.02 eV, to 10.61, 12.74 and 16.44 eV, and this offset becomes 0.13 eV, while the KS gap and $K$ keep the digits shown.

In helium the KS gap is slightly above even the FCI singlet (by 0.08 eV in this basis, 0.05 eV at the basis-set limit), so the bracket fails once correlation enters. Part of the cause is the occupied level. Far from the molecule, the true density decays as $e^{-2\sqrt{2I}\,r}$, apart from powers of $r$, because removing a distant electron costs $I$. The KS density decays as $e^{-2\sqrt{-2\varepsilon_i}\,r}$. An exact KS potential that vanishes at infinity must therefore have $\varepsilon_i=-I$. Replacing $-\varepsilon_i$ by the FCI $I$, but keeping the exact-exchange virtual level, gives

$$24.56-4.31=20.26\ \text{eV},\qquad 16.41-4.38=12.04\ \text{eV}$$

from the unrounded values. Both now lie between the FCI triplet and singlet. With the better converged $I$ they become 20.28 and 12.06 eV. This is an estimate, since correlation also shifts the virtual level.

FCI with a third electron supports $A=0$. In a small basis, attachment costs 4.67 eV for He and 1.59 eV for H2; with diffuse functions both costs drop to 0.12 eV. These finite-basis values are not affinities, and they do not by themselves prove that no anion is bound.

## When the resemblance fails

For the diffuse virtual level of helium, a local potential is not enough; it must also have the right tail. In the local density approximation (LDA), exchange varies as $n^{1/3}$ and dies off exponentially. Evaluated with the HF density of helium, it leaves a charge of only 0.001 $e$ at 10 bohr, instead of 1. The LDA gap is 15.55 eV, more than 4 eV below the FCI triplet. For H2 it is 10.28 eV, below both excitations. Both values come from the more diffuse basis. The short tail alone does not explain the low value in helium: losing a bound virtual level raises the gap towards $-\varepsilon_i$. The gap is low because the LDA occupied level lies far above the exact-exchange one. A potential with so short a tail need not bind a virtual level at all, and the gap is then only $-\varepsilon_i$ plus a basis-dependent remainder, as for HF. That is the case here: the LDA occupied levels are −15.52 eV (He) and −10.26 eV (H2), and the lowest virtual levels are slightly positive. For H2 the lowest one is a diffuse $\sigma_g$ orbital, and without the added diffuse functions the gap is 10.58 eV. That the H2 value falls near the triplet should therefore not be read as agreement.

Distance between electron and hole matters too. If an electron moves from one molecule to a distant one, it meets a neutral acceptor with all its electrons. The energy is about $I_D-A_A-1/R$, for donor $D$, acceptor $A$ and separation $R$. A KS virtual level on the acceptor, built for one electron fewer, lies too low for this process once $R$ is large.

Stretching H2 breaks the starting point itself. With distant atomic orbitals $\alpha$ and $\beta$, the bonding and antibonding orbitals are $(\alpha\pm\beta)/\sqrt2$. Their product is $(\alpha^2-\beta^2)/2$, so

$$K=\tfrac12\left[(\alpha\alpha|\alpha\alpha)-(\alpha\alpha|\beta\beta)\right],$$

which stays finite while $\Delta\to0$. The triplet energy $\Delta-K$ becomes negative: the doubly occupied orbital is no longer an acceptable ground state, and neither gap can be read as above.

Near equilibrium, the remaining distance between the gaps has a simple size. As the HF virtual level falls to zero the HF gap tends to $-\varepsilon_i$, while the KS gap is $\varepsilon_a-\varepsilon_i$. (Measured against the FCI ionization energy instead, the exact-exchange KS gap is lower by 3.9 eV in He and 4.6 eV in H2, because $-\varepsilon_i$ differs from $I$.) The HF gap thus exceeds the KS gap by $-\varepsilon_a$: about 4.3 eV in He and 4.4 eV in H2. That is the binding of an electron that feels one other electron rather than two. The values for the 54-function bases and their diffuse extensions are in the numerical output below.

## Computed results

```
H2 bond length: 1.4 bohr
Distance for the charge felt: 10.0 bohr
--- He, 54 basis functions
HF total energy: -2.86166 hartree
FCI total energy: -2.90269 hartree
Charge felt, HF virtual (direct part): 0.0000 e
Charge felt, exact-exchange KS: 1.0000 e
Charge felt, LDA exchange: 0.0010 e
Occupied level, HF and KS: -24.979 eV
Lowest KS virtual level: -4.308 eV
KS gap: 20.670 eV
KS gap, more diffuse basis: 20.670 eV
HF gap: 25.202 eV
HF gap, more diffuse basis: 25.010 eV
LDA gap, more diffuse basis: 15.546 eV
J: 7.245 eV
K: 0.615 eV
<a|F|a> with KS orbital a: 2.322 eV
Triplet configuration i->a: 20.055 eV
Singlet configuration i->a: 21.286 eV
CIS lowest triplet: 19.810 eV
CIS lowest singlet: 21.129 eV
FCI ionization energy: 24.564 eV
FCI lowest triplet excitation: 19.796 eV
FCI lowest singlet excitation: 20.594 eV
FCI ionization energy + KS virtual level: 20.256 eV
Attachment cost, aug-cc-pVDZ: 4.670 eV
Attachment cost, with diffuse s: 0.120 eV
KS occupied level on radial grid: -24.978 eV
KS virtual level on radial grid: -4.308 eV
--- H2, 54 basis functions
HF total energy: -1.13304 hartree
FCI total energy: -1.17265 hartree
Charge felt, HF virtual (direct part): -0.0025 e
Charge felt, exact-exchange KS: 0.9963 e
Charge felt, LDA exchange: 0.0003 e
Occupied level, HF and KS: -16.174 eV
Lowest KS virtual level: -4.376 eV
KS gap: 11.799 eV
KS gap, more diffuse basis: 11.799 eV
HF gap: 16.560 eV
HF gap, more diffuse basis: 16.211 eV
LDA gap, more diffuse basis: 10.279 eV
J: 9.328 eV
K: 1.340 eV
<a|F|a> with KS orbital a: 3.613 eV
Triplet configuration i->a: 10.459 eV
Singlet configuration i->a: 13.138 eV
CIS lowest triplet: 9.974 eV
CIS lowest singlet: 12.730 eV
FCI ionization energy: 16.414 eV
FCI lowest triplet excitation: 10.586 eV
FCI lowest singlet excitation: 12.726 eV
FCI ionization energy + KS virtual level: 12.038 eV
Attachment cost, aug-cc-pVDZ: 1.586 eV
Attachment cost, with diffuse s: 0.121 eV
```
